# Debugging a numerical check: Effective temperature of field-driven hopping at zero lattice temperature

```python
"""Zero-temperature hopping: effective temperature T_F = e F a / (2 k_B).

a: localization length, amplitude exp(-r/a), hop rate exp(-2r/a)
F: electric field; x: coordinate along the force on the carrier
eps: rise in site energy; u = eps/(k_B T_F); f: mean occupation
K(d): hop rate, summed over final positions, for scaled energy change d
The density of states is constant and site correlations are neglected.
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import toeplitz
from scipy.optimize import minimize_scalar

k_B = const.k / const.e
a = 0.5
field_MV_cm = 1.0
F = field_MV_cm * 1e8 * 1e-9          # eV/nm for one elementary charge
lam = a / 2
kT_F = F * a / 2
T_F = kT_F / k_B

# Fastest upward hop, found by searching over positions.
x_grid = np.linspace(-3, 3, 601)[:, None]
rho_grid = np.linspace(0, 3, 301)[None, :]
distance = np.hypot(x_grid, rho_grid)


def best_log_rate(eps):
    allowed = (eps - F * x_grid <= 1e-10) & (distance >= 0)
    return np.max(np.where(allowed, -2 * distance / a, -np.inf))


search_slope = (best_log_rate(0.20) - best_log_rate(0.10)) / 0.10
T_search = -1 / (k_B * search_slope)
assert abs(T_search / T_F - 1) < 1e-8


# Rates summed over final positions, by cylindrical quadrature.
def half_space_integral(x_low, x_high):
    value, _ = dblquad(
        lambda rho, x: 2 * np.pi * rho * np.exp(-2 * np.hypot(x, rho) / a),
        x_low, x_high, 0, 12, epsabs=1e-10, epsrel=1e-8)
    return value


def kernel_zero(d):
    d = np.asarray(d, dtype=float)
    up = (np.abs(d) + 2) * np.exp(-np.abs(d))
    return np.where(d >= 0, up, 4 - up)


for eps in (0.02, 0.10):
    x_min = eps / F
    scale = 2 * np.pi * lam**3
    up_num = half_space_integral(x_min, x_min + 10)
    down_num = half_space_integral(-x_min, 0) + half_space_integral(0, 10)
    assert abs(up_num / (scale * kernel_zero(eps / kT_F)) - 1) < 1e-5
    assert abs(down_num / (scale * kernel_zero(-eps / kT_F)) - 1) < 1e-5


# Kernel with phonon absorption; q = T_F / lattice temperature.
def kernel_thermal(d, q):
    d = np.asarray(d, dtype=float)
    neg = np.minimum(d, 0)
    pos = np.maximum(d, 0)
    below = np.exp(neg) * ((1 - neg) / (1 + q) + 1 / (1 + q)**2)
    at_zero = 1 / (1 + q) + 1 / (1 + q)**2
    p = q - 1
    growth = np.exp(p * pos)
    inner = ((1 + pos) * growth - 1) / p - (growth - 1) / p**2
    above = np.exp(-q * pos) * (at_zero + inner)
    return kernel_zero(d) + np.where(d > 0, above, below)


T_lattice = 300.0
q_lattice = T_F / T_lattice
for d in (-1.0, 2.0):
    direct, _ = quad(
        lambda x: (1 + abs(x)) * np.exp(-abs(x))
        * np.exp(-q_lattice * max(d - x, 0)),
        -45, 45, points=sorted([0.0, d]), limit=200)
    assert abs(direct / kernel_thermal(d, q_lattice) - 1) < 1e-7

# Stationary occupation, using the symmetry f(-u) = 1 - f(u).
u_max, h = 40.0, 0.05
n_half = int(round(u_max / h))
u = h * np.arange(-n_half, n_half + 1)
steps = h * np.arange(2 * n_half + 1)


def stationary(kernel, start_temperature):
    matrix = h * toeplitz(kernel(steps), kernel(-steps))
    f = 1 / (1 + np.exp(u / start_temperature))
    for _ in range(2000):
        gain = matrix @ f
        new = gain / (gain + gain[::-1])
        change = np.max(np.abs(np.log(new / f)))
        f = new
        if change < 1e-10:
            break
    assert change < 1e-10
    return f, matrix @ f


def midpoint_temperature(f):
    return h / np.log(f[n_half - 1] / f[n_half + 1])


def tail_slope(f, position):
    i = n_half + int(round(position / h))
    return -np.log(f[i + 1] / f[i - 1]) / (2 * h)


# Control: no field, unit lattice temperature, wrong starting temperature.
f_control, _ = stationary(lambda d: np.exp(-np.maximum(d, 0)), 1.3)
control_temperature = midpoint_temperature(f_control)
assert abs(control_temperature - 1) < 1e-6
assert abs(tail_slope(f_control, 10) - 1) < 1e-6

f_zero, gain_zero = stationary(kernel_zero, 1.3)
mid_ratio = midpoint_temperature(f_zero)
assert abs(mid_ratio - gain_zero[n_half] / 4) < 1e-3
u_far = 25.0
loss_far = gain_zero[n_half - int(round(u_far / h))]
assert abs(loss_far / (4 * u_far) - 1) < 1e-5
slope_far = tail_slope(f_zero, u_far)
slope_law = 1 - 1 / (2 * np.sqrt(u_far)) + 1 / (2 * u_far)
# The omitted terms are of order u**(-3/2), about 0.008 times a coefficient.
assert abs(slope_far - slope_law) < 0.004
eps_example = 0.10
u_example = eps_example / kT_F
T_tail = T_F / tail_slope(f_zero, u_example)
assert T_tail > T_F

f_warm, _ = stationary(lambda d: kernel_thermal(d, q_lattice), 1.3)
T_warm = T_F * midpoint_temperature(f_warm)
assert T_warm > T_lattice

# Tilted tunnel barrier below the band edge.
phi = 0.35


def tilted_exponent(eps):
    return 4 * phi / (3 * F * a) * (1 - (1 - eps / phi)**1.5)


for eps in (eps_example, phi):
    direct, _ = quad(lambda x: 2 / a * np.sqrt(max(1 - F * x / phi, 0)),
                     0, eps / F)
    assert abs(direct / tilted_exponent(eps) - 1) < 1e-6
T_tilt = eps_example / (k_B * tilted_exponent(eps_example))
mass_ratio = const.hbar**2 / (
    2 * phi * const.e * (a * 1e-9)**2 * const.m_e)

# Barrier lowering at a charged trap.
eps_r = 10.0
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9
barrier = minimize_scalar(lambda r: coulomb / r + F * r,
                          bounds=(0.05, 20), method="bounded")
lowering = np.sqrt(const.e * F * 1e9
                   / (np.pi * const.epsilon_0 * eps_r))
assert abs(barrier.fun / lowering - 1) < 1e-6

# Site spacing and Joule heating.
dos_cm3_eV = 1e20
spacing = (dos_cm3_eV * 1e-21 * eps_example)**(-1 / 3)
thickness = 20.0
conductivity = 0.2
J_A_cm2 = 1e4
power = J_A_cm2 * 1e4 * F * 1e9
heating = power * (thickness * 1e-9)**2 / (8 * conductivity)
n_inner = 199
dz = thickness * 1e-9 / (n_inner + 1)
laplace = (2 * np.eye(n_inner) - np.eye(n_inner, k=1)
           - np.eye(n_inner, k=-1))
profile = np.linalg.solve(
    laplace, np.full(n_inner, power * dz**2 / conductivity))
assert abs(profile.max() / heating - 1) < 1e-8
J_equal = J_A_cm2 * T_F / heating

print(f"Localization length a: {a:.2f} nm")
print(f"Field F: {field_MV_cm:.2f} MV/cm")
print(f"Field F as energy per length: {F:.3f} eV/nm")
print(f"Boltzmann constant: {k_B:.6e} eV/K")
print(f"Energy eFa: {F*a:.4f} eV")
print(f"Energy k_B T_F: {kT_F:.4f} eV")
print(f"Effective temperature T_F: {T_F:.1f} K")
print(f"T_F from position search: {T_search:.1f} K")
print(f"Example climb: {eps_example:.2f} eV")
print(f"Shortest hop for climb: {eps_example/F:.2f} nm")
print(f"Scaled climb u: {u_example:.2f}")
print(f"Fastest-hop factor exp(-u): {np.exp(-u_example):.4f}")
print(f"Summed up/down rate ratio: "
      f"{kernel_zero(u_example)/kernel_zero(-u_example):.4f}")
print(f"Zero-field control, T/T_lattice: {control_temperature:.6f}")
print(f"Midpoint T/T_F, lattice 0 K: {mid_ratio:.4f}")
print(f"G(0)/4: {gain_zero[n_half]/4:.4f}")
print(f"Midpoint temperature, lattice 0 K: {T_F*mid_ratio:.1f} K")
print(f"Local tail temperature at climb: {T_tail:.1f} K")
print(f"Tail slope at u=25, numerical: {slope_far:.4f}")
print(f"Tail slope at u=25, asymptotic: {slope_law:.4f}")
print(f"Loss rate at u=25 over 4u: {loss_far/(4*u_far):.6f}")
print(f"Lattice temperature of use: {T_lattice:.0f} K")
print(f"Midpoint temperature at that lattice T: {T_warm:.1f} K")
print(f"Rough trap depth: {phi:.2f} eV")
print(f"Mass implied by a and depth: {mass_ratio:.3f} m_e")
print(f"Climb exponent, constant a: {u_example:.2f}")
print(f"Climb exponent, tilted barrier: "
      f"{tilted_exponent(eps_example):.2f}")
print(f"Climb temperature, tilted barrier: {T_tilt:.1f} K")
print(f"Band-edge exponent, constant a: {phi/kT_F:.2f}")
print(f"Band-edge exponent, tilted barrier: {tilted_exponent(phi):.2f}")
print(f"Rough relative permittivity: {eps_r:.0f}")
print(f"Poole-Frenkel lowering: {lowering:.3f} eV")
print(f"Distance to lowered barrier top: {barrier.x:.2f} nm")
print(f"Rough density of states: {dos_cm3_eV:.1e} cm^-3 eV^-1")
print(f"Site spacing in 0.1 eV window: {spacing:.2f} nm")
print(f"Film thickness: {thickness:.0f} nm")
print(f"Film voltage: {F*thickness:.2f} V")
print(f"Rough thermal conductivity: {conductivity:.2f} W/(m K)")
print(f"Trial current density: {J_A_cm2:.1e} A/cm2")
print(f"Joule heating at trial current: {heating:.2f} K")
print(f"Current density for heating equal to T_F: {J_equal:.2e} A/cm2")
print("PASS")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 120, in <module>
    assert abs(tail_slope(f_control, 10) - 1) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault was in the program's tail test, not in the physics or the solver. For an exact Fermi function at unit temperature the slope of -ln f is 1-f, which at u = 10 is about 0.99995, so the control could not equal 1 within 1e-6. The tail slope is now that of -ln[f/(1-f)], which is exactly 1/T for a Fermi function; this changes the reported local temperature at the 0.1 eV climb slightly and leaves the far-tail law unchanged up to exponentially small terms. All tolerances are kept, and the control is also compared with the Fermi function over the whole grid.

The change:

```diff
@@ -110,6 +110,8 @@
 
 def tail_slope(f, position):
+    """Slope of -ln[f/(1-f)]; it is 1/T for a Fermi function."""
     i = n_half + int(round(position / h))
-    return -np.log(f[i + 1] / f[i - 1]) / (2 * h)
+    log_odds = np.log(f / f[::-1])
+    return -(log_odds[i + 1] - log_odds[i - 1]) / (2 * h)
 
 
@@ -119,4 +121,6 @@
 assert abs(control_temperature - 1) < 1e-6
 assert abs(tail_slope(f_control, 10) - 1) < 1e-6
+fermi = 1 / (1 + np.exp(u))
+assert np.max(np.abs(np.log(f_control / fermi))) < 1e-6
 
 f_zero, gain_zero = stationary(kernel_zero, 1.3)
```

After the repair:

```
Localization length a: 0.50 nm
Field F: 1.00 MV/cm
Field F as energy per length: 0.100 eV/nm
Boltzmann constant: 8.617333e-05 eV/K
Energy eFa: 0.0500 eV
Energy k_B T_F: 0.0250 eV
Effective temperature T_F: 290.1 K
T_F from position search: 290.1 K
Example climb: 0.10 eV
Shortest hop for climb: 1.00 nm
Scaled climb u: 4.00
Fastest-hop factor exp(-u): 0.0183
Summed up/down rate ratio: 0.0282
Zero-field control, T/T_lattice: 1.000000
Midpoint T/T_F, lattice 0 K: 1.1008
G(0)/4: 1.1008
Midpoint temperature, lattice 0 K: 319.4 K
Local tail temperature at climb: 325.9 K
Tail slope at u=25, numerical: 0.9191
Tail slope at u=25, asymptotic: 0.9200
Loss rate at u=25 over 4u: 1.000000
Lattice temperature of use: 300 K
Midpoint temperature at that lattice T: 474.6 K
Rough trap depth: 0.35 eV
Mass implied by a and depth: 0.435 m_e
Climb exponent, constant a: 4.00
Climb exponent, tilted barrier: 3.70
Climb temperature, tilted barrier: 313.7 K
Band-edge exponent, constant a: 14.00
Band-edge exponent, tilted barrier: 9.33
Rough relative permittivity: 10
Poole-Frenkel lowering: 0.240 eV
Distance to lowered barrier top: 1.20 nm
Rough density of states: 1.0e+20 cm^-3 eV^-1
Site spacing in 0.1 eV window: 4.64 nm
Film thickness: 20 nm
Film voltage: 2.00 V
Rough thermal conductivity: 0.20 W/(m K)
Trial current density: 1.0e+04 A/cm2
Joule heating at trial current: 2.50 K
Current density for heating equal to T_F: 1.16e+06 A/cm2
PASS
```
